# Direct Repulsion of Two Donor Electrons in Different Conduction-Band Valleys

Q: Two electrons sit on one donor in silicon. They can occupy the same ellipsoidal valley or two valleys whose long axes are perpendicular. I am told that the repulsion can be compared without computing it. I doubt that: crossed ellipsoids still overlap strongly at the centre. What precisely is being compared?

A: The direct Coulomb integral, in the effective-mass approximation. A donor orbital is a slowly varying real envelope $F(\mathbf r)$ times a rapidly oscillating Bloch function. Averaged over a unit cell, its density is $n=F^2$, normalised to one. For two such densities

$$J_{12}=\iint n_1(\mathbf r)\,n_2(\mathbf r')\,W(\mathbf r-\mathbf r')\,d^3r\,d^3r',\qquad W(\mathbf r)=\frac{e^2}{\varepsilon r}.$$

Here $e^2$ stands for the squared charge divided by $4\pi\epsilon_0$, and $\varepsilon$ is the relative permittivity. $J_{11}$ is the same integral with both electrons in density 1, which Pauli's principle allows if their spins form a singlet. Exchange and correlation are separate matters.

The valleys are related by a rotation $R$ about the donor, and I assume that the envelopes are too: $n_2(\mathbf r)=n_1(R^{-1}\mathbf r)$. The sizes and shapes are then equal and only the orientation differs.

Q: In real space I see no reason for a definite order. What does Fourier space add?

A: It makes the interaction diagonal. With $n(\mathbf q)=\int n(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, we first need the transform of $1/r$. That integral does not converge absolutely, so insert a factor $e^{-\kappa r}$. The angular integral gives $4\pi\sin(qr)/(qr)$, and

$$\int\frac{e^{-\kappa r}}{r}e^{-i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}{q}\int_0^\infty e^{-\kappa r}\sin(qr)\,dr=\frac{4\pi}{q^2+\kappa^2}\;\to\;\frac{4\pi}{q^2}$$

as $\kappa\to0$. Hence $W(\mathbf q)=4\pi e^2/(\varepsilon q^2)$. The limit may be taken inside the energy integrals when both self-repulsions are finite, because $2|n_1n_2|\le|n_1|^2+|n_2|^2$ then supplies an integrable bound.

Now write $W(\mathbf r-\mathbf r')$ as $\int W(\mathbf q)e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}d^3q/(2\pi)^3$. The $\mathbf r$ integral gives $n_1(\mathbf q)^*$, since $n_1$ is real, and the $\mathbf r'$ integral gives $n_2(\mathbf q)$:

$$J_{12}=\int\frac{d^3q}{(2\pi)^3}\,W(\mathbf q)\,n_1(\mathbf q)^*n_2(\mathbf q).$$

The weight $W(\mathbf q)$ is positive at every finite $\mathbf q\neq0$.

Q: A positive weight does not make the product $n_1^*n_2$ small.

A: No, but it makes the self-energy of any density difference non-negative. Expand the square:

$$0\le\int\frac{d^3q}{(2\pi)^3}W|n_1-n_2|^2=J_{11}+J_{22}-J_{12}-J_{21}=J_{11}+J_{22}-2J_{12}.$$

The last step uses $J_{21}=J_{12}$, which follows from exchanging $\mathbf r$ and $\mathbf r'$ in the definition.

The rotation makes the two self-repulsions equal. Since $n_2(\mathbf q)=n_1(R^{-1}\mathbf q)$, the substitution $\mathbf q=R\mathbf p$, with unit Jacobian, gives

$$J_{22}=\int\frac{d^3p}{(2\pi)^3}W(R\mathbf p)|n_1(\mathbf p)|^2=J_{11},$$

because $W(R\mathbf p)=W(\mathbf p)$. Therefore

$$J_{11}-J_{12}=\frac12\int\frac{d^3q}{(2\pi)^3}W(\mathbf q)\,|n_1(\mathbf q)-n_2(\mathbf q)|^2\ge0 .$$

This proves the inequality. The right side is the electrostatic field energy of the neutral charge distribution $n_1-n_2$. Your overlap at the centre is harmless: where the densities agree, they cancel in that distribution.

Q: Can the two repulsions be equal for different valleys?

A: Only if the densities coincide. The integrand is non-negative and $W>0$, so a zero integral requires $n_1(\mathbf q)=n_2(\mathbf q)$ almost everywhere, and hence equal densities in real space. This does happen for the two opposite valleys on one axis. They have the same mass tensor and the same envelope density, so they give equality. Perpendicular ellipsoids give a strict inequality.

Q: You used equal sizes. What if one electron is closer to the donor?

A: Then a weaker statement survives. For any real $\lambda$, the self-energy of $n_1-\lambda n_2$ gives

$$J_{11}-2\lambda J_{12}+\lambda^2J_{22}\ge0 .$$

Choosing $\lambda=J_{12}/J_{22}$ turns this into $J_{11}-J_{12}^2/J_{22}\ge0$, or $J_{12}\le\sqrt{J_{11}J_{22}}$. This does not place $J_{12}$ below the smaller self-repulsion. For the silicon-like ellipsoid computed below, rotating the second density and halving its radii gives $J_{12}/J_{11}=1.281$, within the bound of 1.414. A compact second electron can thus repel the first more strongly than an extended same-valley partner does.

Q: And if the crystal does not screen equally in all directions?

A: The proof needs $W(\mathbf q)>0$ and $W(R\mathbf q)=W(\mathbf q)$. In cubic silicon and germanium the static dielectric tensor is isotropic. In a hexagonal crystal, $W=4\pi e^2/(\mathbf q\cdot\boldsymbol\varepsilon\mathbf q)$ has a special axis, but it is unchanged by rotation about that axis. This covers the three equivalent conduction valleys of 4H-SiC, which are related by $120^\circ$ turns. A model with scaled radii 1, 1.6 and 1.3, and permittivities 10, 10 and 12, gives $J_{12}/J_{11}=0.987$ for such a turn. These are round numbers, not SiC parameters.

If the rotation moves the special axis, $J_{11}=J_{22}$ is lost. With permittivities 10, 10 and 30, the silicon-like ellipsoid has a self-repulsion 7.6% larger with its short axis along $x$ than along $z$. The geometric-mean bound still holds, but the simple comparison no longer follows.

Q: Give me an explicit density, so that I can see how large the difference is.

A: Take the hydrogen-like envelope for a valley along $z$,

$$F=\frac{e^{-X}}{\sqrt{\pi a^2b}},\qquad X=\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}} .$$

The mass is heavy along the valley axis, so $b<a$: the envelope is flattened in real space, whereas the constant-energy surface is elongated in wavevector space.

Scale the coordinates by $a,a,b$. The density becomes $e^{-2X}/\pi$ and the wavevector becomes $\mathbf Q=(aq_x,aq_y,bq_z)$. Then

$$n(\mathbf q)=\frac4Q\int_0^\infty Xe^{-2X}\sin(QX)\,dX=\frac4Q\,\mathrm{Im}\frac1{(2-iQ)^2}=\frac{16}{(4+Q^2)^2}=\Big(1+\frac{Q^2}{4}\Big)^{-2}.$$

Along a unit vector $\mathbf u$, set $Q=2sq$ for the $z$ valley and $Q=2tq$ for the $x$ valley, so that

$$s=\tfrac12\sqrt{a^2(1-u_z^2)+b^2u_z^2},\qquad t=\tfrac12\sqrt{a^2(1-u_x^2)+b^2u_x^2}.$$

The factor $q^2$ in $d^3q$ cancels the $1/q^2$ of the interaction:

$$J_{12}=\frac{e^2}{\varepsilon}\frac1{2\pi^2}\int d\Omega\; I(s,t),\qquad I=\int_0^\infty\frac{dq}{(1+s^2q^2)^2(1+t^2q^2)^2}.$$

Q: How do you do the radial integral?

A: Put $p=1/s$ and $r=1/t$; in this answer $r$ is just a parameter. Partial fractions give

$$\int_0^\infty\frac{dq}{(p^2+q^2)(r^2+q^2)}=\frac{\pi}{2}\,\frac{1/p-1/r}{r^2-p^2}=\frac{\pi}{2pr(p+r)} .$$

Differentiating the left side by $p$ and by $r$ squares both denominators and brings out $(-2p)(-2r)=4pr$. On the right,

$$\partial_p\partial_r\frac1{pr(p+r)}=-\partial_p\frac{p+2r}{pr^2(p+r)^2}=\frac{2(p^2+3pr+r^2)}{p^2r^2(p+r)^3}.$$

The integrand of $I$ equals $p^4r^4/[(p^2+q^2)^2(r^2+q^2)^2]$. Hence

$$I=p^4r^4\,\frac1{4pr}\,\frac\pi2\,\frac{2(p^2+3pr+r^2)}{p^2r^2(p+r)^3}=\frac{\pi}{4}\,\frac{pr(p^2+3pr+r^2)}{(p+r)^3}=\frac\pi4\,\frac{s^2+3st+t^2}{(s+t)^3}.$$

For the same valley $s=t$, so $I=5\pi/(32s)$. With $c=u_z$ and $\ell(c)=2s$,

$$J_{11}=\frac{e^2}{\varepsilon}\frac5{16}\int_{-1}^1\frac{dc}{\ell(c)}=\frac58\frac{e^2}{\varepsilon}g,\qquad g=\frac12\int_{-1}^1\frac{dc}{\sqrt{a^2-(a^2-b^2)c^2}}=\frac{\arcsin\eta}{a\eta},$$

where $\eta^2=1-b^2/a^2$.

Q: Can I see the inequality in these formulas, without the general theorem?

A: Yes. Let $\sigma=(s+t)/2$ and $d=(s-t)/2$. Then $s^2+3st+t^2=5\sigma^2-d^2$. Since $J_{11}=J_{22}$, use the average of the two same-valley integrands. Apart from the factor $\pi/4$, the difference in each direction is

$$\frac12\Big(\frac5{8s}+\frac5{8t}\Big)-\frac{5\sigma^2-d^2}{8\sigma^3}=\frac{5\sigma}{8(\sigma^2-d^2)}-\frac{5\sigma^2-d^2}{8\sigma^3}=\frac{d^2(6\sigma^2-d^2)}{8\sigma^3(\sigma^2-d^2)} .$$

This is non-negative because $|d|<\sigma$.

It also gives the weak-anisotropy limit. Put $b=a(1-\delta)$ with small $\delta$. To first order $s=\frac a2(1-\delta u_z^2)$ and $t=\frac a2(1-\delta u_x^2)$, so $d=\frac{a\delta}{4}(u_x^2-u_z^2)$ and $\sigma\simeq a/2$. The difference becomes $3d^2/(4\sigma^3)=3\delta^2(u_x^2-u_z^2)^2/(8a)$. The spherical average of $(u_x^2-u_z^2)^2$ is $\frac15+\frac15-\frac2{15}=\frac4{15}$. The prefactor $\frac1{2\pi^2}\frac\pi4\,4\pi=\frac12$ then yields

$$J_{11}-J_{12}\simeq\frac{e^2}{\varepsilon a}\frac{\delta^2}{20},\qquad \frac{J_{11}-J_{12}}{J_{11}}\simeq\frac{2\delta^2}{25}.$$

The second form uses $J_{11}\simeq5e^2/(8\varepsilon a)$. At $b/a=0.8$ it predicts a reduction of 0.32%; the full angular integral gives 0.38%. At $b/a=0.5$ the full reduction is 3.1% against a predicted 2.0%, so the leading term no longer suffices. At $b/a=0.2$ the full reduction reaches 10.3%.

Q: What fixes $a$ and $b$ for a donor?

A: A variational energy. Take a double donor of charge $Z=2$ in silicon, with rough typical values $m_t=0.19$, $m_l=0.92$ (in units of $m_0$) and $\varepsilon=11.7$. Differentiating the envelope gives $\partial_xF=-xF/(a^2X)$. In scaled coordinates the angular average of $(x/aX)^2$ is $1/3$, so $\int(\partial_xF)^2d^3r=1/(3a^2)$; likewise $1/(3a^2)$ for $y$ and $1/(3b^2)$ for $z$. The kinetic energy is

$$T=\frac{\hbar^2}{2m_0}\Big(\frac2{3m_ta^2}+\frac1{3m_lb^2}\Big).$$

For the attraction, $r=X\ell(c)$ and $\langle1/X\rangle=4\int_0^\infty Xe^{-2X}dX=1$, so $\langle1/r\rangle=g$. One electron has energy $T-Z(e^2/\varepsilon)g$, and a doubly occupied orbital has

$$E_{zz}=2T-2Z\frac{e^2}\varepsilon g+\frac58\frac{e^2}\varepsilon g=2\Big[T-\Big(Z-\frac5{16}\Big)\frac{e^2}\varepsilon g\Big].$$

Repulsion acts like a reduction of the donor charge to $2-5/16=1.6875$. Compared with a unit charge, scaling both radii by $1/Z$ multiplies $T$ by $Z^2$ and $g$ by $Z$. The attraction contains the charge times $g$, so it also grows by $Z^2$, and the minimum energy per electron varies as the square of the charge. Within this one-exponential family of envelopes, the one-electron minimum is $-118.43$ meV, and the pair has

$$E_{zz}=2(1.6875/2)^2(-118.43)=-168.6\ \text{meV}.$$

Its radii are $a=1.444$ nm and $b=0.828$ nm.

Q: Now put in the numbers for the repulsion.

A: Here $e^2/\varepsilon=123.07$ meV nm and $g=0.8119$ nm$^{-1}$. Thus

$$J_{zz}=\tfrac58(123.07)(0.8119)=62.45\ \text{meV}.$$

The angular integral for perpendicular valleys gives $0.4968$ nm$^{-1}$, hence $J_{xz}=123.07\times0.4968=61.14$ meV. At these fixed radii the direct gap is 1.31 meV ($1.31\times10^{-3}$ eV), or 2.1% of $J_{zz}$. These digits depend on the simple envelope: a more flexible shared orbital lowers the pair energy by about 1.1 meV, lowers $J_{zz}$ to about 60.8 meV and gives a gap near 1.27 meV, still 2.1% of $J_{zz}$.

A test in real space draws electron positions at random from the two densities and averages $1/|\mathbf r-\mathbf r'|$. Its gap is $0.0106\pm0.0002$ nm$^{-1}$, with one standard error quoted. Half the self-energy of the density difference, integrated separately in Fourier space, is $0.01064$ nm$^{-1}$. Multiplied by $e^2/\varepsilon$, this is again 1.31 meV.

Q: The electrons will change their envelopes when you move one to another valley. Does that spoil the order?

A: Not for this comparison of product states. Start from the best doubly occupied $z$ orbital and rotate one copy. The mass tensor rotates with it and the donor potential is spherical, so the one-electron energy is unchanged. The repulsion does not increase. This rotated product is an allowed trial state for the different-valley pair, and relaxation can only lower its energy further. Therefore

$$\min E_{xz}\le\min E_{zz}$$

when $E_{zz}$ refers to one doubly occupied orbital and $E_{xz}$ contains only the direct repulsion.

With both radii reoptimised, and each envelope kept symmetric about its own valley axis, the model gives $E_{xz}=-169.98$ meV against $E_{zz}=-168.62$ meV. The difference is 1.36 meV, of which 1.31 meV was present before relaxation. Removing one electron, with the remaining electron relaxed, costs 51.6 meV from the different-valley pair and 50.2 meV from the same-valley pair. These digits belong to the one-exponential envelope. With fully flexible envelopes both pair energies fall by about 1.1 meV and the one-electron energy by about 0.2 meV, so the difference becomes 1.33 meV and both removal energies rise by about 1 meV.

Q: So the ground state has its electrons in different valleys?

A: That does not follow. Exchange comes first. Two orbitals in different valleys form a triplet with repulsion $J_{xz}-K$ and a singlet with $J_{xz}+K$. The integral $K$ is itself the Coulomb self-energy of the transition density $F_xF_z$ times an oscillating factor, so $K\ge0$ by the same positivity.

The oscillation has a large wavevector $\mathbf k$, while the transform of $F_xF_z$ is narrow. The interaction may then be evaluated at $\mathbf k$, which gives the estimate

$$K\sim\frac{4\pi e^2}{\varepsilon_k k^2}\int F_x^2F_z^2\,d^3r .$$

For valleys at 0.85 of $2\pi/a_0$, with $a_0=0.543$ nm, the shortest equivalent separation between perpendicular valleys is $k=11.8$ nm$^{-1}$. Keeping a single wavevector of this length, with its Bloch overlap factor set to one, gives an order of magnitude: $K$ is about 2.6 meV unscreened ($\varepsilon_k=1$) and 0.23 meV with full static screening. The gap lies between these values. Exchange lowers the triplet further, but it could put the different-valley singlet above the same-valley singlet.

Correlation matters too. Letting the two electrons of an isotropic $Z=2$ pair have different radii, and scaling the gain to this donor, lowers the energy by about 1.7 meV. Roughly half of this is only a better shape for a shared orbital; the other half, about 0.8 meV, is radial correlation. That is comparable with the direct gap, and angular correlation comes on top of it. This isotropic estimate does not say how much of the correlation energy differs between the two configurations. A correlated two-electron envelope in the same model, without exchange or valley coupling, gains about 2.4 meV over the best product state for the same-valley pair and about 2.1 meV for the different-valley pair. The difference between them then falls from 1.33 meV to about 1.0 meV and keeps its sign.

Q: How does the example compare with a real double donor?

A: Sulphur, selenium and tellurium are double donors in silicon, and removing the first electron costs roughly 0.2 to 0.3 eV. The model's 50 meV is far too small. One assumption that fails is full screening down to the nucleus. If the missing attraction is represented by $-Ze^2(1-1/\varepsilon)e^{-r/r_c}/r$ with a round length $r_c=0.1$ nm, its first-order effect is 44 meV per electron. This is comparable with the model's removal energy, so the unperturbed envelope is not reliable for a chalcogen. Reoptimising the radii with this term does not repair the model: the envelope collapses to about 0.15 nm, well below the lattice constant, where the effective-mass approximation fails. A tighter envelope also enlarges the direct gap: at fixed $b/a$ and fixed screening every direct Coulomb integral varies as $1/a$, so halving both radii would double 1.31 meV to 2.6 meV.

Q: Does that central attraction favour one arrangement?

A: Its part within each valley is the same for rotated envelopes and cancels from the comparison. Its rapidly varying part couples valleys, so a single-valley orbital need not be an eigenstate. Suppose both electrons occupy an equal-weight combination of all six valleys. Dropping the rapidly oscillating cross terms, each has density $\bar n=(n_x+n_y+n_z)/3$. Of the nine terms in its self-repulsion, three are $J_{zz}$ and six are $J_{xz}$:

$$\bar J=\frac{3J_{zz}+6J_{xz}}9=\frac{62.45+2(61.14)}3=61.58\ \text{meV}.$$

This smooth-density part is 0.87 meV below that of a single-valley pair, although both electrons are in the same orbital. The dropped cross terms add a non-negative self-energy of the same kind as $K$, which may exceed this reduction. They also interact with the smooth density, and that contribution can have either sign. The total repulsion of this state is therefore not settled here.

Q: Could one at least see the gap thermally?

A: Taken alone, 1.31 meV corresponds to a temperature of about 15 K. At 300 K the thermal energy is 25.9 meV, some twenty times larger, so this splitting by itself would make little difference between the occupations of individual states. At low temperature, exchange, correlation and valley coupling must be included before a level order can be assigned. The inequality fixes the sign of one contribution to that order. The remaining computed values are in the numerical output.

## Computed values

```
transverse, longitudinal mass: 0.19, 0.92 m0
relative permittivity: 11.7; donor charge Z: 2
e^2/(4 pi eps0 eps_r): 123.074 meV nm
hbar^2/(2 m0): 38.100 meV nm^2
one electron: a = 1.2180 nm, b = 0.6983 nm
one-electron energy: -118.427 meV
same-valley pair: a = 1.4435 nm, b = 0.8276 nm, b/a = 0.5733
mean inverse radius g: 0.81189 1/nm
same-valley J/(e^2/eps): 0.50743 1/nm
different-valley J/(e^2/eps): 0.49680 1/nm
sampled same: 0.50747 +- 0.00031 1/nm
sampled different: 0.49683 +- 0.00030 1/nm
sampled gap: 0.01064 +- 0.00021 1/nm
half self-energy of density difference: 0.01064 1/nm
same-valley repulsion: 62.452 meV
different-valley repulsion: 61.143 meV
direct gap: 1.309 meV = 0.001309 eV
direct gap / same-valley repulsion: 2.10 %
equal-weight valley state J: 61.579 meV
same-valley pair energy: -168.620 meV
different-valley pair, relaxed: -169.983 meV
relaxed different-valley a, b: 1.4462, 0.8094 nm
removal energy, same pair: 50.193 meV
removal energy, different pair: 51.555 meV
b/a = 0.8: J_different/J_same = 0.99622
b/a = 0.5: J_different/J_same = 0.96927
b/a = 0.2: J_different/J_same = 0.89729
hexagonal test radii: 1, 1.6, 1.3 (scaled); permittivity: 10, 10, 12
hexagonal test J12/J11: 0.98674
permittivity 10, 10, 30: J_xx/J_zz = 1.07613
half-size second density: J12/J11 = 1.28137
half-size case, geometric-mean bound/J11: 1.41421
lattice constant: 0.543 nm; valley position: 0.85 x 2pi/a0
shortest intervalley wavevector: 11.829 1/nm
exchange estimate, unscreened: 2.647 meV
exchange estimate, fully screened: 0.226 meV
core screening length (round): 0.1 nm
central-cell attraction per electron: 44.21 meV
radial correlation estimate: 1.658 meV
gap / k_B: 15.19 K
thermal energy at 300 K: 25.852 meV
```
